# Water on Benzene: Counterpoise-Corrected Hartree–Fock and MP2 Binding Energies

## The exercise

Water can serve as the oxygen source when an oxide dielectric is deposited on graphene. Its weak adsorption on the sheet is modelled here by one water molecule above benzene. Both molecules are rigid. The ring has C–C and C–H distances of 0.139 and 0.109 nm. Water has O–H distances of 0.096 nm and an angle of 104.5°. The oxygen lies on the sixfold axis, 0.33 nm above the ring plane, with both hydrogens towards the ring and the plane of the water molecule passing through two opposite carbon atoms. This geometry is chosen, not optimised.

(a) Calculate the counterpoise-corrected interaction energy at Hartree–Fock (HF) and second-order Møller–Plesset (MP2) level.

(b) Find how much of the binding is due to correlation, and how much of that contribution can be called dispersion.

(c) Decide what the result can say about graphene.

Use the aug-cc-pVDZ basis on C and O and cc-pVDZ on H, and keep the 1s cores of C and O uncorrelated. Formulas are in atomic units; interaction energies are quoted in meV, and negative values mean attraction.

## Hints

1. A molecule described in a finite basis can lower its energy by using its neighbour's basis functions. In which basis should the separate molecules be computed?
2. Split the HF interaction by first forbidding the molecules to change their orbitals.
3. In the MP2 sum, look at the terms in which one electron is excited on each molecule. What remains of them when the orbitals of the two molecules do not overlap?
4. A ring and a sheet differ in the number of carbon atoms and in their electrostatic field.

## Solution

### 1. The energy difference

Call benzene A and water B, and write the basis in brackets. The counterpoise-corrected interaction energy is
$$E_{\rm int}=E_{AB}(AB)-E_A(AB)-E_B(AB). \tag{1}$$
In $E_A(AB)$ the water nuclei and electrons are absent, but water's basis functions remain. All three energies thus have the same variational freedom. The binding energy is $E_b=-E_{\rm int}$; no deformation energy enters, because the molecules are rigid.

Using each molecule's own basis instead gives
$$E_{\rm int}^{\rm unc}=E_{\rm int}-\delta,\qquad \delta=\sum_{X=A,B}\left[E_X(X)-E_X(AB)\right]. \tag{2}$$
For HF, $\delta\ge0$: the larger basis contains every trial determinant of the smaller one, so its minimum cannot be higher. The uncorrected HF result therefore overbinds relative to (1). No such theorem holds for the MP2 correlation energy, because the occupied orbitals and the orbital energies from which it is built also change with the basis.

Since $E^{\rm MP2}=E^{\rm HF}+E_c$ for each system, and (1) is linear,
$$E_{\rm int}^{\rm MP2}=\Delta E_{\rm HF}+\Delta E_c. \tag{3}$$

### 2. Hartree–Fock

Let $(pq|rs)$ be the Coulomb integral between the orbital products $pq$ and $rs$. A closed-shell determinant with doubly occupied orbitals $i,j$ has energy
$$E=E_{\rm nuc}+2\sum_i h_{ii}+\sum_{ij}\left[2(ii|jj)-(ij|ij)\right].$$
The factor 2 in the Coulomb term counts four spin pairings with the pair factor ½; exchange survives for two of them. With $D=2CC^T$, where $C$ holds the occupied orbitals, define
$$J_{\mu\nu}=\sum_{\lambda\sigma}D_{\lambda\sigma}(\mu\nu|\lambda\sigma),\qquad K_{\mu\nu}=\sum_{\lambda\sigma}D_{\lambda\sigma}(\mu\lambda|\nu\sigma).$$
Then $\mathrm{tr}DJ=4\sum(ii|jj)$ and $\mathrm{tr}DK=4\sum(ij|ij)$, so
$$E=E_{\rm nuc}+\tfrac12\mathrm{tr}\,D(h+F),\qquad F=h+J-\tfrac12K.$$
Mixing a little of an empty orbital $a$ into $i$ changes $E$ to first order by an amount proportional to $F_{ia}$. At the minimum $F_{ia}=0$, which is met by taking the orbitals as eigenvectors of $F$, with energies $\varepsilon$.

The integrals are obtained by density fitting: each orbital product is replaced by the combination of auxiliary functions that minimises the Coulomb self-energy of the error. In 6-31G, where conventional integrals with ghost atoms were also used, fitting changed the HF interaction by 0.15 meV and the correlation part by about 0.001 meV. This comparison was not repeated in the larger basis. There, at a height of 0.35 nm, an auxiliary set designed for MP2 changes the correlation energies of benzene and of the dimer by about $4\times10^{-5}$ hartree and the correlation part of the interaction by 0.05 meV, so the last digits of the totals below depend on the fit.

The energies in the dimer basis give
$$\Delta E_{\rm HF}=-306.768874+230.726759+76.041234=-0.000881\ \text{hartree},$$
or **−24.0 meV** (−2.31 kJ/mol).

To see what lies behind this small number, keep the monomer densities $D_A,D_B$ fixed. Their classical interaction is
$$E_{\rm elst}=E_{\rm nuc}^{AB}+\mathrm{tr}D_AV_B+\mathrm{tr}D_BV_A+\sum_{\mu\nu\lambda\sigma}D^A_{\mu\nu}D^B_{\lambda\sigma}(\mu\nu|\lambda\sigma),$$
where $V_X$ is the attraction to the nuclei of $X$. This is −152.7 meV.

The occupied orbitals of A and B overlap, so together they are not orthonormal. If $M$ is their overlap matrix, the set $C M^{-1/2}$ is orthonormal, since $M^{-1/2}MM^{-1/2}=1$, and spans the same space. The energy of its determinant exceeds the classical result by 167.7 meV, the exchange repulsion. Letting the orbitals relax to the dimer's HF solution lowers the energy by 39.0 meV; this includes polarisation and charge transfer. The sum is
$$-152.7+167.7-39.0=-24.0\ \text{meV}.$$
At this height the electrostatic attraction is slightly more than cancelled by exchange repulsion, and the HF binding that remains is smaller than the relaxation energy.

### 3. The correlation energy

Take the sum of Fock operators as the zeroth-order Hamiltonian. The second-order energy is
$$E^{(2)}=\sum_{n\ne0}\frac{|\langle0|H|n\rangle|^2}{E_0^{(0)}-E_n^{(0)}} .$$
The perturbation may be replaced by $H$ in the numerator because the zeroth-order operator has no elements between different determinants. Single excitations drop out, since their elements are $F_{ia}=0$. Triple and higher excitations drop out because $H$ moves at most two electrons. Double excitations remain. For spin orbitals their element is $(ia|jb)-(ib|ja)$, and the denominator is
$$\Delta=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b<0 .$$

Now let the indices denote spatial orbitals, and write $V=(ia|jb)$, $V'=(ib|ja)$. If the two electrons have opposite spins, the exchange integral vanishes:
$$E_{\rm OS}=\sum_{ijab}\frac{V^2}{\Delta}.$$
If they have equal spins, there are two choices of spin, and unrestricted sums count each pair of occupied and each pair of empty orbitals twice. Hence
$$E_{\rm SS}=2\cdot\frac14\sum_{ijab}\frac{(V-V')^2}{\Delta}=\sum_{ijab}\frac{V(V-V')}{\Delta}.$$
The last step uses the exchange of the labels $a$ and $b$, which turns $V'^2$ into $V^2$ and leaves $\Delta$ unchanged. Altogether
$$E_c=\sum_{ijab}\frac{V(2V-V')}{\Delta}. \tag{4}$$

The calculation gives
$$\Delta E_c=-1.028926+0.806794+0.218686=-0.003446\ \text{hartree},$$
or **−93.8 meV** (−9.05 kJ/mol). From (3),
$$E_{\rm int}^{\rm MP2}=-24.0-93.8=-117.8\ \text{meV}=-11.36\ \text{kJ/mol}.$$
Correlation supplies 80% of the MP2 binding at this geometry. The share is tied to the height: 0.33 nm is not the HF minimum, and at 0.37 nm the corrected HF interaction in the same basis is −63 meV. At 0.35 nm the HF and correlation parts are −53.4 and −65.7 meV: the MP2 total, −119.0 meV, hardly changes, but the correlation share falls to 55%.

The superposition errors in (2) are 18.6 meV for HF and 29.1 meV for correlation. Without the correction the interaction would be −165.4 meV, stronger by 40% of the corrected value. The correction gives the three energies a common basis; it does not make that basis complete.

### 4. How much of this is dispersion?

Suppose that the orbitals of A and B do not overlap. Consider the terms of (4) with $i\to a$ on one molecule and $j\to b$ on the other. The integral $V$ is then the interaction of two transition densities, one on each molecule. In $V'$ each product contains orbitals of different molecules, so $V'=0$. The factor 2 in (4) and the two assignments of $i,j$ to A and B give
$$E_{\rm disp}=4\sum_{i,a\in A}\sum_{j,b\in B}\frac{(ia|jb)^2}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}. \tag{5}$$
This is the uncoupled dispersion energy: the excited electrons do not alter the response of the others.

The link with fluctuating densities becomes visible through an integral. For positive $\alpha\ne\beta$, partial fractions give
$$\int_0^\infty\frac{d\omega}{(\alpha^2+\omega^2)(\beta^2+\omega^2)}
=\frac{\pi}{2}\,\frac{1/\alpha-1/\beta}{\beta^2-\alpha^2}
=\frac{\pi}{2\alpha\beta(\alpha+\beta)},$$
and continuity covers $\alpha=\beta$. Let $\alpha=\varepsilon_a-\varepsilon_i$ on A and $\beta=\varepsilon_b-\varepsilon_j$ on B. The denominator in (5) is $-(\alpha+\beta)$, so
$$E_{\rm disp}=-\frac{1}{2\pi}\int_0^\infty d\omega\sum(ia|jb)^2\,
\frac{4\alpha}{\alpha^2+\omega^2}\,\frac{4\beta}{\beta^2+\omega^2}.$$
The two fractions belong to the density responses of A and B at imaginary frequency. In 6-31G this integral, evaluated by quadrature from the response matrices, agreed with the sum (5) to seven decimals in their ratio.

With monomer orbitals in the main dimer basis, (5) gives −144.7 meV. This is 50.9 meV more attractive than $\Delta E_c$. Both figures depend on letting each molecule excite into its partner's functions: in 6-31G, (5) gives about −57 meV in the dimer basis but about −39 meV with each molecule in its own basis, so in a finite basis the part called dispersion is not a unique number. Dispersion is thus large enough to account for the attraction, but $\Delta E_c$ also contains repulsive contributions. They can come from exchange between the excited electrons, where the orbitals overlap, and from changes that correlation makes in the monomer densities. These were not separated in the main basis, and the list is not complete if the density change is counted only through electrostatics. In 6-31G, where the repulsive part is about 50 meV, the change in electrostatic energy from correlated monomer densities is about 13 meV and exchange within intermolecular electron pairs about 8 meV (the latter depends on how orbitals are assigned to the molecules); more than half is left over and was not resolved further.

The spin parts carry the same message. Without overlap, the terms that lead to (5) are shared equally between $E_{\rm OS}$ and $E_{\rm SS}$. The calculated contributions to $\Delta E_c$ are −39.8 and −54.0 meV, so dispersion between non-overlapping molecules is not the whole story.

### 5. How firm are the numbers?

In 6-31G, at the same geometry, the HF part is −60.9 meV and the correlation part only −6.9 meV. A likely reason for the small correlation part is that this basis has no polarisation or diffuse functions to describe the excited electrons, but the effects of the two kinds of function were not tested separately. In 6-31G, (5) gives only about −57 meV, and repulsive contributions of about 50 meV, close to those in the main basis, cancel most of it. The main basis has both on C and O. Its remaining error is unknown, since no larger basis was used.

The correlation model matters as well. Spin-component-scaled MP2 multiplies the opposite-spin part by 1.2 and the same-spin part by ⅓:
$$-23.97-1.2(39.75)-\tfrac13(54.03)=-89.7\ \text{meV}.$$
The shift of 28 meV shows sensitivity to the model; it is not an error bound. At this height, both versions leave most of the binding to correlation.

### 6. From the ring to a sheet

A rough estimate of the missing dispersion assigns all of (5) to the six carbon atoms and lets each contribute in proportion to $r^{-6}$. At height $h$, a sheet with $n$ atoms per area has
$$\sum_{\rm sheet}r^{-6}\approx n\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+h^2)^3}=\frac{\pi n}{2h^4}.$$
With the C–C distance $d$ of the ring, $n=4/(3\sqrt3d^2)=39.8\ \text{nm}^{-2}$. The continuum sum is then about 5280 nm⁻⁶, while the ring gives $6/(d^2+h^2)^3\approx2850$ nm⁻⁶. The explicit lattice sum gives the ratio 1.848, so the extra dispersion is
$$0.848\times(-144.7)=-122.7\ \text{meV}.$$
Part of benzene's dispersion belongs to its C–H bonds, which this estimate credits to carbon, and this alone would make the figure too high. Conjugation works the other way: in 6-31G, with each molecule in its own basis, the long-range coefficient of (5) with water is 16.9 atomic units per carbon for benzene and 17.4 for naphthalene, and (5) above one ring of naphthalene is 14% larger than above benzene, between the 16% of the carbon-only rule and the 12% obtained with a hydrogen weight of 0.35 (both with water's response on the oxygen). The net direction of the error for a sheet is therefore not established. Counting each ring hydrogen as 0.35 or 0.5 of a carbon reduces it to about −88 or −76 meV, and giving the sheet graphene's bond length of 0.142 nm instead reduces it to about −111 meV. The estimate also depends on where the response of water is placed. The orientation-averaged long-range coefficient of (5) in the main basis, $C_6\approx290$ atomic units, shared among the six carbons gives only about −83 meV for the ring if all of water's response sits on the oxygen. The water hydrogens are closer to the ring. Counting each as 0.35 or 0.5 of the oxygen, at the same total $C_6$, gives about −134 or −145 meV, and about −113 or −115 meV if the ring hydrogens get the same weight. The gap between −83 and −144.7 meV therefore does not by itself show that the $r^{-6}$ law fails. Built on this $C_6$ with the response on the oxygen, the extra dispersion is about −70 meV, or −43 and −35 meV with the two ring-hydrogen weights; with each water hydrogen counted as 0.35 or 0.5 of the oxygen it is about −93 or −98 meV, or −55 and −47 meV if the ring hydrogens get the same weight.

This must not simply be added to −117.8 meV and called the binding on graphene. The electrostatic term of −152.7 meV depends partly on the quadrupole of a finite ring with C–H bonds, which an extended sheet does not share. Some of that term comes from overlapping charge clouds and would remain. The two changes have opposite signs. The estimates of the extra dispersion range from about a third of the MP2 result to its full size; the loss of electrostatic attraction was not calculated. Benzene therefore shows that correlation supplies a large part of the weak binding in this model (HF alone reaches −63 meV at 0.37 nm, about half the MP2 value at 0.33 nm), but it does not fix the adsorption energy on graphene.

## Variation 1: water 3 nm away

**Question.** What remains of the interaction when the oxygen is 3 nm above the ring?

**Solution.** Benzene has neither charge nor dipole. Its leading potential on the axis follows from the second Legendre term of $1/|\mathbf R-\mathbf r|$:
$$\phi(R)=\frac{\Theta}{R^3},\qquad \Theta=\int\rho(\mathbf r)\,\tfrac12(3z^2-r^2)\,d^3r .$$
A dipole $\mu$ along the axis has energy $-\mu\mathcal E=\mu\,d\phi/dR$, so
$$E\approx-\frac{3\mu\Theta}{R^4}. \tag{6}$$
The water dipole points towards its hydrogens, hence $\mu<0$. The negative $\pi$ charge above and below the ring makes $\Theta<0$. In the main basis the $\pi$ electrons, with one positive charge on each carbon, give about −10.9 atomic units, and the $\sigma$ frame with its C–H bonds gives about +4.1; positive charge on the hydrogens at the edge only lessens this positive part. The product is positive and the energy attractive.

In 6-31G, (6) gives −0.0521 meV, the direct electrostatic energy is −0.0511 meV, and the HF interaction agrees with the latter to the digits shown. These last two values use fitted integrals; with unfitted integrals the electrostatic energy is −0.0515 meV. The formula is thus about 1% too strong because higher multipoles are left out, and the rest of the 2% gap to the fitted value is fitting error.

The correlation part is +0.0112 meV, about $4\times10^{-7}$ hartree. That it is so small shows that MP2 adds the energies of distant molecules correctly. Its sign is instructive: dispersion is attractive, so it cannot be the source. Scaling the main dispersion energy by $(0.33/3)^6$ gives roughly −0.0003 meV, which is negligible here. The positive value is what one would expect if correlation reduced the product $\mu\Theta$ by about 22% in this basis, though the correlated moments were not computed.

## Variation 2: a water pulse at 450 K

**Question.** How many water molecules does such binding hold on the surface at 0.1 Torr, and how does correlation change the number?

**Solution.** If a molecule attempts to leave at frequency $\nu$ and succeeds with probability $e^{-E_b/kT}$, its mean residence time is
$$\tau=\frac{e^{E_b/kT}}{\nu}.$$
The arriving flux is the gas density $p/kT$ times the mean of the positive normal velocity, $\sqrt{kT/2\pi m}$:
$$\Phi=\frac{p}{\sqrt{2\pi mkT}}.$$
With unit sticking and low coverage $N$, $dN/dt=\Phi-N/\tau$, so the steady value is $N=\Phi\tau$.

Take $\nu=10^{13}$ s⁻¹. At 450 K, $kT=38.8$ meV and $\Phi=3.90\times10^{19}$ cm⁻² s⁻¹. For MP2,
$$\tau=10^{-13}\,e^{117.8/38.8}\approx2.1\times10^{-12}\ \text{s},\qquad N\approx8.1\times10^{7}\ \text{cm}^{-2}.$$
HF gives $1.9\times10^{-13}$ s and $7.2\times10^6$ cm⁻². At fixed $\nu$, the ratio is $e^{93.8/38.8}\approx11$. These HF numbers use the energy at 0.33 nm, which is not the depth of the HF well. With the −63 meV found at 0.37 nm, the HF coverage is about $2\times10^7$ cm⁻² and the ratio to the MP2 value falls to about 4. With binding this close to $kT$ the picture of rare escapes fails: the free gas alone holds $6\times10^7$ cm⁻² in a slab 0.3 nm thick, more than the HF coverage and comparable to the MP2 one. Even for MP2, with $E_b\approx3kT$, the rate law is only a rough guide. The zero-point energy of one mode of frequency $\nu$, 21 meV, is also not small beside the binding. The value of $\nu$ is an assumption: a model well with $z^{-10}$ repulsion, $z^{-4}$ attraction and the MP2 depth at 0.33 nm vibrates at only about $2.4\times10^{12}$ s⁻¹ normal to the surface, and its equilibrium coverage, counted as the excess over the free gas, is about five times the MP2 value above. All these coverages give every orientation of water the hydrogens-down energy. In 6-31G the flipped molecule at the same height is repelled and lies about 180 meV higher, so above benzene averaging over orientations lowers the coverage. This splitting depends on the field of the finite ring: in 6-31G the difference in electrostatic energy between the two orientations falls from about 265 meV above benzene to about 228 meV above naphthalene, and its size on an extended sheet was not calculated.

The temperature and pressure are rough values for water-based oxide deposition. A dense molecular layer holds very roughly $10^{15}$ molecules per cm², so the MP2 coverage is about $10^{-7}$ of a layer. Adding the full sheet dispersion, without removing any electrostatics, raises it to $1.9\times10^9$ cm⁻², still a tiny fraction. A residence time of one second would require
$$E_b=kT\ln(\nu\cdot1\ \text{s})=1.16\ \text{eV},$$
about ten times the MP2 binding. Within this model, isolated water does not remain on the clean surface between pulses. Real sheets break the assumption of a clean, uniform surface: defects, edges and residues can bind water or the metal precursor chemically. At a site with $E_b$ near 1.16 eV, the residence time would grow from picoseconds to about a second, so at this flux such sites are filled while the pulse lasts (they empty again within a few seconds after it), and they hold more water than the clean surface once their density exceeds the clean-surface coverage, about $10^8$ cm⁻² for the MP2 value; nucleation itself is not modelled here.

Values with more digits are in the numerical output below.

## Computed values

```
C-C distance: 0.139 nm
C-H distance: 0.109 nm
O-H distance: 0.096 nm
H-O-H angle: 104.5 deg
O height above ring: 0.330 nm
Basis functions, main: 201
Fitting functions, main: 786
HF energy of dimer: -306.768874 hartree
HF energy of benzene, dimer basis: -230.726759 hartree
HF energy of water, dimer basis: -76.041234 hartree
MP2 correlation of dimer: -1.028926 hartree
MP2 correlation of benzene, dimer basis: -0.806794 hartree
MP2 correlation of water, dimer basis: -0.218686 hartree
HF interaction, CP: -23.97 meV
Correlation contribution, CP: -93.78 meV
MP2 interaction, CP: -117.75 meV
HF interaction, CP, converted: -2.31 kJ/mol
Correlation contribution, converted: -9.05 kJ/mol
MP2 interaction, CP, converted: -11.36 kJ/mol
Correlation share of MP2 interaction: 79.6 %
Superposition error, HF: 18.57 meV
Superposition error, correlation: 29.12 meV
MP2 interaction without CP: -165.43 meV
Electrostatics, HF densities: -152.67 meV
Exchange repulsion: 167.66 meV
Orbital relaxation: -38.97 meV
Uncoupled dispersion: -144.70 meV
Correlation part minus dispersion: 50.92 meV
Opposite-spin correlation part: -39.75 meV
Same-spin correlation part: -54.03 meV
SCS-MP2 interaction, CP: -89.68 meV
6-31G HF interaction, CP: -60.86 meV
6-31G correlation part, CP: -6.93 meV
6-31G fitting error, HF: 0.1458 meV
6-31G fitting error, correlation: -0.0013 meV
Dispersion integral / sum, 6-31G: 1.0000000
Far test distance: 3.0 nm
Far HF interaction: -0.05108 meV
Far direct electrostatics: -0.05105 meV
Far dipole-quadrupole formula: -0.05206 meV
Far correlation part: 0.01116 meV
Sheet/ring ratio of r^-6 sums: 1.848
Extra sheet dispersion, estimate: -122.7 meV
Temperature: 450 K
Water pressure: 0.1 Torr
Attempt frequency: 1.0e+13 1/s
Thermal energy kT: 38.78 meV
Zero-point energy of one mode at attempt frequency: 20.68 meV
Impingement flux: 3.901e+19 1/(cm2 s)
Residence time, HF: 1.86e-13 s
Residence time, MP2: 2.08e-12 s
Residence ratio MP2/HF: 11.23
Coverage, HF: 7.24e+06 1/cm2
Coverage, MP2: 8.13e+07 1/cm2
Coverage, MP2 plus extra sheet dispersion: 1.92e+09 1/cm2
Binding needed for 1 s residence: 1.161 eV
```
